# Quantum harmonic prefactors for surface hops and their classical limit: a program that tests the result

```python
"""
Quantum harmonic transition-state theory of a surface hop.
Result under test:
  k_q = (kT/h) * prod_i 2 sinh(e_i/2kT) / prod_j 2 sinh(s_j/2kT) * exp(-V0/kT)
with e_i the vibrational quanta (hbar*omega) in the well, s_j the real quanta at
the saddle (one fewer), V0 the bare barrier. At high T the prefactor must become
the classical one, prod(e_i)/prod(s_j)/h.
Internal units: eV, nm, atomic mass unit u, K. F denotes k_q/k_classical.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

KB = const.k / const.e
H_EV = const.h / const.e
HB2 = const.hbar**2 / (const.atomic_mass * const.e) * 1e18   # eV nm^2 u

# ---- model parameters (round, rough regime of H on a transition metal) ----
HOP, BARRIER = 0.25, 0.30
M_LIGHT, M_HEAVY = 1.008, 64.0
WELL_Y, WELL_Z, SADDLE_Y, SADDLE_Z = 0.060, 0.075, 0.120, 0.110
M_SURF, SURF_QUANTUM = 100.0, 0.020
FRICTION = 1e12
T_MAIN = 500.0
KY0, KZ0, KY1, KZ1 = [M_LIGHT * q**2 / HB2
                      for q in (WELL_Y, WELL_Z, SADDLE_Y, SADDLE_Z)]
K_SURF = M_SURF * SURF_QUANTUM**2 / HB2


def potential(x, y, z):
    s = np.sin(np.pi * x / HOP)**2
    return (BARRIER * s + 0.5 * (KY0 + (KY1 - KY0) * s) * y**2
            + 0.5 * (KZ0 + (KZ1 - KZ0) * s) * z**2)


def rigid_energy(v):
    return potential(v[0], v[1], v[2])


def mobile_energy(v):
    """Adatom plus a surface cell that moves on springs."""
    d = v[:3] - v[3:]
    return potential(d[0], d[1], d[2]) + 0.5 * K_SURF * np.dot(v[3:], v[3:])


def weighted_hessian(energy, point, masses, step=2e-4):
    n = len(point)
    hess = np.zeros((n, n))
    unit = np.eye(n) * step
    for i in range(n):
        for j in range(n):
            hess[i, j] = (energy(point + unit[i] + unit[j])
                          - energy(point + unit[i] - unit[j])
                          - energy(point - unit[i] + unit[j])
                          + energy(point - unit[i] - unit[j])) / (4 * step**2)
    return HB2 * hess / np.sqrt(np.outer(masses, masses))    # eV^2


def stationary_modes(mass, mobile=False):
    """Well quanta, real saddle quanta, imaginary quantum, trace difference."""
    masses = np.array([mass] * 3 + ([M_SURF] * 3 if mobile else []))
    energy = mobile_energy if mobile else rigid_energy
    well = np.zeros(len(masses))
    saddle = well.copy()
    saddle[0] = HOP / 2
    d_well = weighted_hessian(energy, well, masses)
    d_saddle = weighted_hessian(energy, saddle, masses)
    ew, es = np.linalg.eigvalsh(d_well), np.linalg.eigvalsh(d_saddle)
    assert ew[0] > 0 and es[0] < 0 and es[1] > 0
    return (np.sqrt(ew), np.sqrt(es[1:]), np.sqrt(-es[0]),
            np.trace(d_well) - np.trace(d_saddle))


def classical_prefactor(well, saddle):
    return np.prod(well) / np.prod(saddle) / H_EV


def sinh_ratio(well, saddle, temp):
    return (np.prod(2 * np.sinh(well / (2 * KB * temp)))
            / np.prod(2 * np.sinh(saddle / (2 * KB * temp))))


def quantum_prefactor(well, saddle, temp):
    return KB * temp / H_EV * sinh_ratio(well, saddle, temp)


def factor(well, saddle, temp):
    return quantum_prefactor(well, saddle, temp) / classical_prefactor(well, saddle)


def parabolic_tunnelling(quantum, temp):
    half = quantum / (2 * KB * temp)
    return half / np.sin(half)


well, saddle, imag, trace_diff = stationary_modes(M_LIGHT)
well_h, saddle_h, imag_h, _ = stationary_modes(M_HEAVY)
well_m, saddle_m, imag_m, trace_m = stationary_modes(M_LIGHT, True)
well_hm, saddle_hm, imag_hm, _ = stationary_modes(M_HEAVY, True)
nu_cl = classical_prefactor(well, saddle)
kt = KB * T_MAIN
quantum_x = np.sqrt(HB2 * 2 * np.pi**2 * BARRIER / HOP**2 / M_LIGHT)
assert np.min(np.abs(well / quantum_x - 1)) < 1e-4
assert abs(imag / quantum_x - 1) < 1e-4


# ---- partition function of two coupled particles, grid against sinh product ----
def sinc_kinetic(mass, half_width, n):
    dx = 2 * half_width / (n - 1)
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(diff == 0, 1, diff)
    t = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
    return t / (2 * mass * dx**2), np.linspace(-half_width, half_width, n)


n_grid = 38
t1, x1 = sinc_kinetic(1.0, 8.0, n_grid)
t2, x2 = sinc_kinetic(2.5, 5.0, n_grid)
v12 = 0.5 * np.subtract.outer(x1, x2)**2 + x2[None, :]**2
h12 = (np.kron(t1, np.eye(n_grid)) + np.kron(np.eye(n_grid), t2)
       + np.diag(v12.ravel()))
q_grid = np.sum(np.exp(-np.linalg.eigvalsh(h12)))
stiff = np.array([[1.0, -1.0], [-1.0, 3.0]])
pair_mass = np.array([1.0, 2.5])
omega = np.sqrt(np.linalg.eigvalsh(stiff / np.sqrt(np.outer(pair_mass, pair_mass))))
q_sinh = 1 / np.prod(2 * np.sinh(omega / 2))
assert abs(q_grid / q_sinh - 1) < 1e-5


# ---- classical rate from its definition: flux over configuration integral ----
def flux_over_harmonic(temp):
    e = KB * temp
    x = np.linspace(-HOP / 2, HOP / 2, 300, endpoint=False)
    y = np.linspace(-7, 7, 57) * np.sqrt(e / KY0)
    z = np.linspace(-7, 7, 57) * np.sqrt(e / KZ0)
    yy, zz = y[:, None], z[None, :]
    gate = np.sum(np.exp(-potential(HOP / 2, yy, zz) / e))
    cell = np.sum(np.exp(-potential(x[:, None, None], yy[None], zz[None]) / e))
    speed = np.sqrt(const.k * temp / (2 * np.pi * M_LIGHT * const.atomic_mass)) * 1e9
    rate = speed * gate / (cell * (x[1] - x[0]))
    return rate / (nu_cl * np.exp(-BARRIER / e))


cold40, cold20 = flux_over_harmonic(40.0), flux_over_harmonic(20.0)
flux_limit = 2 * cold20 - cold40          # removes the error linear in T
assert abs(flux_limit - 1) < 1e-3
anharm_classical = flux_over_harmonic(T_MAIN)

# ---- high-temperature limit and its leading correction ----
t_hot = 20000.0
e_hot = KB * t_hot
coef = (np.sum(well**2) - np.sum(saddle**2)) / 24
assert abs(factor(well, saddle, t_hot) - 1) < 1e-3
assert abs((factor(well, saddle, t_hot) - 1) * e_hot**2 / coef - 1) < 0.01
for w, s, b, tr in ((well, saddle, imag, trace_diff),
                    (well_m, saddle_m, imag_m, trace_m)):
    full = factor(w, s, t_hot) * parabolic_tunnelling(b, t_hot)
    assert abs((full - 1) * e_hot**2 / (tr / 24) - 1) < 0.01

# ---- low-temperature limit, equivalent form, activation energy ----
zpe = 0.5 * (np.sum(saddle) - np.sum(well))
e_cold = KB * 30.0
cold_ratio = (quantum_prefactor(well, saddle, 30.0)
              / (e_cold / H_EV * np.exp(-zpe / e_cold)))
assert abs(cold_ratio - 1) < 1e-6
zpe_form = (kt / H_EV * np.prod(1 - np.exp(-well / kt))
            / np.prod(1 - np.exp(-saddle / kt)) * np.exp(-zpe / kt))
assert abs(zpe_form / quantum_prefactor(well, saddle, T_MAIN) - 1) < 1e-10


def activation(temp):
    e = KB * temp
    mean = lambda q: np.sum(q / 2 / np.tanh(q / (2 * e)))
    return BARRIER + e + mean(saddle) - mean(well)


def log_rate(beta):
    return (np.log(quantum_prefactor(well, saddle, 1 / (KB * beta)))
            - beta * BARRIER)


for temp in (300.0, T_MAIN):
    b0 = 1 / (KB * temp)
    slope = -(log_rate(b0 * 1.0001) - log_rate(b0 * 0.9999)) / (2e-4 * b0)
    assert abs(slope - activation(temp)) < 1e-6

# ---- parabolic tunnelling from the energy-resolved transmission ----
kappa = parabolic_tunnelling(imag, T_MAIN)
integrand = lambda e: np.exp(-e / kt) * expit(2 * np.pi * e / imag) / kt
kappa_quad = (quad(integrand, -0.6, 0.0, limit=200)[0]
              + quad(integrand, 0.0, 1.6, limit=200)[0])
assert abs(kappa_quad / kappa - 1) < 1e-6


def cosine_tunnelling(temp, n=1500):
    """Thermal transmission of one cosine barrier over its classical value."""
    e = KB * temp
    energy = np.linspace(1e-3, BARRIER + 20 * e, 900)
    dx = HOP / n
    x = np.arange(-2, n + 3) * dx
    v = BARRIER * np.sin(np.pi * np.clip(x, 0, HOP) / HOP)**2
    scale = 2 * M_LIGHT / HB2
    wave = np.sqrt(scale * energy)
    f = lambda i: 1 + dx**2 / 12 * scale * (energy - v[i])
    right, here = np.exp(1j * wave * x[-1]), np.exp(1j * wave * x[-2])
    for i in range(len(x) - 2, 0, -1):
        left = ((12 - 10 * f(i)) * here - f(i + 1) * right) / f(i - 1)
        right, here = here, left
    incident = ((here * np.exp(-1j * wave * x[1]) - right * np.exp(-1j * wave * x[0]))
                / (2j * np.sin(wave * (x[0] - x[1]))))
    passed = 1 / np.abs(incident)**2
    assert np.all(passed < 1.001)
    return trapezoid(passed * np.exp(-(energy - BARRIER) / e), energy) / e


kappa_cos = cosine_tunnelling(T_MAIN)
kappa_cos300 = cosine_tunnelling(300.0)
assert abs(kappa_cos - kappa) < 0.05


# ---- quantum anharmonicity: levels of one full surface cell ----
def cell_levels(mass, n_wave, n_osc):
    n = np.arange(n_wave) - n_wave // 2 + 0.25    # mean-value Bloch vector
    kinetic = np.diag(HB2 / (2 * mass) * (2 * np.pi * n / HOP)**2)
    s = 0.5 * np.eye(n_wave) - 0.25 * (np.eye(n_wave, k=1) + np.eye(n_wave, k=-1))
    one = np.eye(n_osc)

    def oscillator(k0, k1, parity):
        q = np.sqrt(HB2 * k0 / mass)
        m = parity + 2 * np.arange(n_osc)
        off = np.sqrt((m[:-1] + 1.0) * (m[:-1] + 2.0))
        square = np.diag(2.0 * m + 1) + np.diag(off, 1) + np.diag(off, -1)
        return np.diag(q * (m + 0.5)), q * (k1 / k0 - 1) / 4 * square

    levels = []
    for py in (0, 1):
        for pz in (0, 1):
            ey, wy = oscillator(KY0, KY1, py)
            ez, wz = oscillator(KZ0, KZ1, pz)
            ham = (np.kron(kinetic + BARRIER * s, np.eye(n_osc**2))
                   + np.kron(np.eye(n_wave), np.kron(ey, one) + np.kron(one, ez))
                   + np.kron(s, np.kron(wy, one) + np.kron(one, wz)))
            levels.append(np.linalg.eigvalsh(ham))
    return np.sort(np.concatenate(levels))


q_small = np.sum(np.exp(-cell_levels(M_LIGHT, 17, 5) / kt))
light_levels = cell_levels(M_LIGHT, 21, 7)
q_cell = np.sum(np.exp(-light_levels / kt))
q_harm = 1 / np.prod(2 * np.sinh(well / (2 * kt)))
basis_shift = q_cell / q_small - 1
assert abs(basis_shift) < 1e-3
anharm_quantum = q_harm / q_cell
heavy_ground = cell_levels(M_HEAVY, 61, 3)[0]
assert abs(heavy_ground / (0.5 * np.sum(well_h)) - 1) < 0.01

# ---- moving surface: classical prefactor follows the imaginary frequency ----
move_cl = classical_prefactor(well_m, saddle_m) / nu_cl
assert abs(move_cl / (imag_m / imag) - 1) < 1e-4
move_cl_h = (classical_prefactor(well_hm, saddle_hm)
             / classical_prefactor(well_h, saddle_h))
assert abs(move_cl_h / (imag_hm / imag_h) - 1) < 1e-4
move_q = (quantum_prefactor(well_m, saddle_m, T_MAIN)
          / quantum_prefactor(well, saddle, T_MAIN))

# ---- temperature at which the classical prefactor is good to one per cent ----
t_light = brentq(lambda t: factor(well, saddle, t) - 0.99, 100, 20000)
t_heavy = brentq(lambda t: factor(well_h, saddle_h, t) - 0.99, 50, 20000)
assert abs(t_light / t_heavy / np.sqrt(M_HEAVY / M_LIGHT) - 1) < 1e-3

# ---- energy lost to friction in one crossing of the well at barrier height ----
xs = np.linspace(0, HOP, 2001)
momentum = np.sqrt(2 * M_LIGHT * const.atomic_mass * const.e
                   * np.maximum(BARRIER - potential(xs, 0, 0), 0))
loss = FRICTION * trapezoid(momentum, xs * 1e-9) / const.e

mode_gain = lambda q: np.sinh(q / (2 * kt)) / (q / (2 * kt))
f_main = factor(well, saddle, T_MAIN)
boltz = np.exp(-BARRIER / kt)
fmt = lambda values, d: " ".join(f"{v:.{d}f}" for v in values)
print(f"hop length {HOP:.2f} nm, bare barrier {BARRIER:.2f} eV")
print(f"adatom masses: light {M_LIGHT:.3f} u, heavy {M_HEAVY:.0f} u")
print(f"light: well quanta {fmt(1e3 * well, 2)} meV")
print(f"light: real saddle quanta {fmt(1e3 * saddle, 2)} meV")
print(f"light: imaginary saddle quantum {1e3 * imag:.2f} meV")
print(f"heavy: well quanta {fmt(1e3 * well_h, 2)} meV")
print(f"heavy: real saddle quanta {fmt(1e3 * saddle_h, 2)} meV")
print(f"coupled pair, Q from grid {q_grid:.7f}, from sinh {q_sinh:.7f}")
print(f"flux/harmonic classical rate: 40 K {cold40:.5f}, 20 K {cold20:.5f}")
print(f"  extrapolated to 0 K {flux_limit:.5f}")
print(f"main temperature {T_MAIN:.0f} K, kT {1e3 * kt:.3f} meV")
print(f"sinh(x/2)/(x/2), well modes {fmt(mode_gain(well), 4)}")
print(f"sinh(x/2)/(x/2), saddle modes {fmt(mode_gain(saddle), 4)}")
print(f"products: well {np.prod(mode_gain(well)):.4f}, "
      f"saddle {np.prod(mode_gain(saddle)):.4f}")
print(f"kT/h at main T {kt / H_EV / 1e12:.3f} THz")
print(f"classical prefactor, light {nu_cl / 1e12:.3f} THz")
print(f"classical prefactor, heavy "
      f"{classical_prefactor(well_h, saddle_h) / 1e12:.4f} THz")
print(f"Boltzmann factor of bare barrier {boltz:.4e}")
print(f"hop rate per channel: classical {nu_cl * boltz:.3e} 1/s")
print(f"hop rate per channel: quantum {f_main * nu_cl * boltz:.3e} 1/s")
print("light: T/K, sinh ratio, quantum prefactor/THz, F, F*kappa")
for temp in (200.0, 300.0, 500.0, 800.0, 1500.0, 3000.0):
    ff = factor(well, saddle, temp)
    print(f"  {temp:5.0f} {sinh_ratio(well, saddle, temp):.4f} "
          f"{quantum_prefactor(well, saddle, temp) / 1e12:.3f} {ff:.4f} "
          f"{ff * parabolic_tunnelling(imag, temp):.4f}")
print(f"heavy: F at 300 K {factor(well_h, saddle_h, 300.0):.4f}, "
      f"at 500 K {factor(well_h, saddle_h, T_MAIN):.4f}")
print(f"F = 0.99 reached at: light {t_light:.0f} K, heavy {t_heavy:.0f} K")
print(f"coefficient of 1/(kT)^2: sinh only {1e6 * coef:.1f} meV^2")
print(f"  with tunnelling (trace rule) {1e6 * trace_diff / 24:.1f} meV^2")
print(f"second-order estimate of F at main T {1 + coef / kt**2:.4f}")
print(f"zero-point change of barrier {1e3 * zpe:.2f} meV")
print(f"false extra factor if counted twice {np.exp(-zpe / kt):.4f}")
print(f"activation energy: 300 K {activation(300.0):.4f} eV, "
      f"500 K {activation(T_MAIN):.4f} eV")
print(f"tunnelling at 500 K: parabola {kappa:.4f}, cosine {kappa_cos:.4f}")
print(f"tunnelling at 300 K: parabola {parabolic_tunnelling(imag, 300.0):.4f}, "
      f"cosine {kappa_cos300:.4f}")
print(f"parabolic formula diverges at {imag / (2 * np.pi * KB):.1f} K")
print(f"anharmonic rate factor, 500 K: classical {anharm_classical:.4f}, "
      f"quantum {anharm_quantum:.4f}")
print(f"  basis shift of quantum cell sum {basis_shift:.1e} (relative)")
print(f"light ground level: full {1e3 * light_levels[0]:.2f} meV, "
      f"harmonic {500 * np.sum(well):.2f} meV")
print(f"surface cell: mass {M_SURF:.0f} u, quantum {1e3 * SURF_QUANTUM:.0f} meV")
print(f"moving/rigid prefactor, light: classical {move_cl:.4f}, "
      f"quantum 500 K {move_q:.4f}")
print(f"moving/rigid classical prefactor, heavy {move_cl_h:.4f}")
print(f"friction {FRICTION / 1e12:.0f} 1/ps: loss per crossing "
      f"{1e3 * loss:.2f} meV = {loss / kt:.3f} kT at 500 K")
print("all good")
```

It prints:

```
hop length 0.25 nm, bare barrier 0.30 eV
adatom masses: light 1.008 u, heavy 64 u
light: well quanta 60.00 62.68 75.00 meV
light: real saddle quanta 110.00 120.00 meV
light: imaginary saddle quantum 62.68 meV
heavy: well quanta 7.53 7.87 9.41 meV
heavy: real saddle quanta 13.80 15.06 meV
coupled pair, Q from grid 1.0212235, from sinh 1.0212235
flux/harmonic classical rate: 40 K 1.00875, 20 K 1.00445
  extrapolated to 0 K 1.00015
main temperature 500 K, kT 43.087 meV
sinh(x/2)/(x/2), well modes 1.0828 1.0905 1.1311
sinh(x/2)/(x/2), saddle modes 1.2946 1.3560
products: well 1.3357, saddle 1.7555
kT/h at main T 10.418 THz
classical prefactor, light 5.167 THz
classical prefactor, heavy 0.6485 THz
Boltzmann factor of bare barrier 9.4653e-04
hop rate per channel: classical 4.891e+09 1/s
hop rate per channel: quantum 3.721e+09 1/s
light: T/K, sinh ratio, quantum prefactor/THz, F, F*kappa
    200 0.3657 1.524 0.2950 0.5533
    300 0.4259 2.662 0.5152 0.6670
    500 0.3774 3.931 0.7609 0.8323
    800 0.2769 4.616 0.8934 0.9249
   1500 0.1600 5.000 0.9676 0.9772
   3000 0.0820 5.124 0.9917 0.9942
heavy: F at 300 K 0.9870, at 500 K 0.9953
F = 0.99 reached at: light 2725 K, heavy 342 K
coefficient of 1/(kT)^2: sinh only -556.1 meV^2
  with tunnelling (trace rule) -392.4 meV^2
second-order estimate of F at main T 0.7005
zero-point change of barrier 16.16 meV
false extra factor if counted twice 0.6873
activation energy: 300 K 0.3278 eV, 500 K 0.3215 eV
tunnelling at 500 K: parabola 1.0940, cosine 1.1000
tunnelling at 300 K: parabola 1.2946, cosine 1.3018
parabolic formula diverges at 115.8 K
anharmonic rate factor, 500 K: classical 1.0811, quantum 1.1196
  basis shift of quantum cell sum 2.4e-06 (relative)
light ground level: full 101.16 meV, harmonic 98.84 meV
surface cell: mass 100 u, quantum 20 meV
moving/rigid prefactor, light: classical 1.0046, quantum 500 K 1.0021
moving/rigid classical prefactor, heavy 1.0452
friction 1 1/ps: loss per crossing 12.60 meV = 0.292 kT at 500 K
all good
```
